# Grain-boundary conductance from thermionic emission to the Sharvin limit, part 1

(Sections cited here and not found follow in the second part.)

## Two derivations of the barrier conductance

### What fails without a common formula

Current through a polycrystalline semiconductor film must cross the energy barriers at its grain boundaries. Two simple laws offer a conductance for such a barrier. The thermionic law makes it proportional to $\exp[-(E_b-E_F)/k_BT]$, where $E_b$ is the barrier top, $E_F$ the Fermi energy, $k_B$ Boltzmann's constant and $T$ the temperature. The Sharvin law counts the electron waves that can pass at zero temperature.

Each law fails where the other holds. Take a film in which the Fermi energy lies $13.2\,k_BT$ above the barrier top. The exponential law has then become $\exp(13.2)$, whereas the conductance, as shown below, has grown as $13.2$. The law is too large by a factor of about $4\times10^4$. Now let the Fermi energy lie one or two $k_BT$ below the top. The zero-temperature count gives no conductance at all, although electrons in the thermal tail cross readily. A film whose carrier density is raised by doping can pass from one regime to the other, and neither law describes the passage.

One expression covers both regimes:

$$
G=\frac{e^2mk_BT}{2\pi^2\hbar^3}\,
\ln\!\left[1+\exp\!\left(\frac{E_F-E_b}{k_BT}\right)\right].
\tag{1}
$$

Here $G$ is the zero-bias conductance per unit area, $e>0$ is the elementary charge, and $m$ is the effective mass. It will be obtained twice: from the current that each grain emits, and from a sum over transverse modes.

### The model

Two identical grains fill the half-spaces to the left and right of a planar barrier, whose normal is the $x$ axis. Each has a parabolic, isotropic conduction band with edge $E_c$ and two spin states. The total energy of an electron in a grain is

$$
E=E_c+\frac{\hbar^2k_x^2}{2m}+\frac{\hbar^2k_\perp^2}{2m},
$$

where $k_\perp$ is the length of the wave vector in the plane of the barrier. The barrier potential depends on $x$ alone, and the mass is the same everywhere. The transverse wave vector is therefore conserved, and so is the normal energy

$$
E_x=E-\frac{\hbar^2k_\perp^2}{2m}.
$$

It is $E_x$, not $E$, that must be compared with the barrier top. An electron with a large total energy can still be turned back if most of that energy belongs to motion along the barrier.

The transmission is taken to be a step: an electron crosses if $E_x>E_b$ and is reflected if $E_x<E_b$. This is classical motion. It requires a barrier that varies slowly on the scale of the electron wavelength and is too wide for tunnelling. The electron must also pass the top without being scattered back, so the part of the barrier within about $k_BT$ of its top must be thin compared with the mean free path. These two demands pull in opposite directions, and the second half of the text examines what that means for a real film.

The electrons arriving from each grain have a Fermi-Dirac distribution with that grain's electrochemical potential, $\mu_L$ on the left and $\mu_R$ on the right:

$$
f_{L,R}(E)=\frac{1}{1+\exp[(E-\mu_{L,R})/k_BT]}.
$$

The voltage is defined by $eV=\mu_L-\mu_R$. The current density $J$ is counted as $e$ times the net number of electrons crossing from left to right per unit area and time. The conventional electric current runs the other way, and the left side is then the electrically negative one. Both signs are reversed together, so $G=J/V$ at small $V$ is positive.

### First derivation: the currents emitted by the grains

In a volume of unit size there are $2/(2\pi)^3$ electron states per unit volume of wave-vector space, the factor 2 being for spin. An electron moves towards the barrier with velocity $v_x=\hbar k_x/m$. Let $E_b'$ denote the barrier top under bias. The left grain sends over it the current density

$$
J_L=\frac{2e}{(2\pi)^3}\int d^2k_\perp
\int_{k_x>0,\;E_x>E_b'}dk_x\,v_x\,f_L(E).
$$

At fixed $k_\perp$ the normal energy changes by $dE_x=(\hbar^2k_x/m)\,dk_x$. Hence

$$
v_x\,dk_x=\frac{\hbar k_x}{m}\,dk_x=\frac{dE_x}{\hbar},
$$

and the velocity disappears from the integral:

$$
J_L=\frac{e}{4\pi^3\hbar}\int_{E_b'}^{\infty}dE_x
\int d^2k_\perp\,
f_L\!\left(E_x+\frac{\hbar^2k_\perp^2}{2m}\right).
$$

The band edge of the grain has disappeared too. It would matter if it lay above $E_b'$, because the integral would then have to start at the edge; the model assumes that it does not.

For the transverse integral, write $w=\hbar^2k_\perp^2/2m$. A ring in the transverse plane has area

$$
d^2k_\perp=2\pi k_\perp\,dk_\perp=\frac{2\pi m}{\hbar^2}\,dw .
$$

The remaining integral follows from

$$
\frac{1}{1+e^u}=\frac{e^{-u}}{1+e^{-u}}
=-\frac{d}{du}\ln(1+e^{-u}).
$$

With $u=(E_x+w-\mu_L)/k_BT$ and $dw=k_BT\,du$, the logarithm vanishes at the upper limit and leaves its value at $w=0$:

$$
\int_0^\infty\frac{dw}{1+\exp[(E_x+w-\mu_L)/k_BT]}
=k_BT\ln\!\left[1+\exp\!\left(\frac{\mu_L-E_x}{k_BT}\right)\right].
\tag{2}
$$

The constants combine as $(e/4\pi^3\hbar)(2\pi m/\hbar^2)=em/(2\pi^2\hbar^3)$. The emitted current is therefore $J_L=S(\mu_L,E_b')$, with

$$
S(\mu,E_b')=\frac{emk_BT}{2\pi^2\hbar^3}
\int_{E_b'}^\infty dE_x\,
\ln\!\left[1+\exp\!\left(\frac{\mu-E_x}{k_BT}\right)\right].
$$

The right grain emits $S(\mu_R,E_b')$ in the opposite direction, because its electrons meet the same barrier top. No separate factor is needed for the availability of final states. If such factors are inserted, the difference of the two rates contains

$$
f_L(1-f_R)-f_R(1-f_L)=f_L-f_R,
$$

and the products cancel. The net current is $J=S(\mu_L,E_b')-S(\mu_R,E_b')$.

A bias can also move the barrier top. To see whether this affects the zero-bias conductance, let

$$
\mu_L=E_F+a\,eV,\qquad
\mu_R=E_F-(1-a)\,eV,\qquad
E_b'=E_b+\gamma\,eV,
$$

where the constants $a$ and $\gamma$ describe how the voltage is divided. To first order in $V$,

$$
S(\mu_L,E_b')\simeq S+a\,eV\frac{\partial S}{\partial\mu}
+\gamma\,eV\frac{\partial S}{\partial E_b},
$$

$$
S(\mu_R,E_b')\simeq S-(1-a)\,eV\frac{\partial S}{\partial\mu}
+\gamma\,eV\frac{\partial S}{\partial E_b}.
$$

On subtraction the terms in $\gamma$ cancel and the two terms in $a$ add up to one:

$$
J\simeq eV\,\frac{\partial S}{\partial\mu},\qquad
G=e\,\frac{\partial S}{\partial\mu}.
$$

The movement of the barrier changes both opposing currents equally at this order. It can enter the current at second order in $V$.

The derivative of the logarithm is

$$
\frac{\partial}{\partial\mu}
\ln\!\left[1+e^{(\mu-E_x)/k_BT}\right]
=\frac{1}{k_BT}\,
\frac{e^{(\mu-E_x)/k_BT}}{1+e^{(\mu-E_x)/k_BT}}
=\frac{f(E_x)}{k_BT},
$$

where $f$ is the Fermi function with $\mu=E_F$. The factor $k_BT$ in $S$ cancels, and

$$
G=\frac{e^2m}{2\pi^2\hbar^3}\int_{E_b}^{\infty}f(E_x)\,dE_x .
\tag{3}
$$

This is again the integral (2), now starting at $E_x=E_b$. It equals $k_BT\ln[1+\exp((E_F-E_b)/k_BT)]$, which gives (1).

### Second derivation: one transverse mode at a time

Now let the barrier have a finite area $A$, a square with periodic boundary conditions. The transverse wave vectors are then discrete. Each defines a mode $j$ with transverse energy $w_j=\hbar^2k_{\perp j}^2/2m$. Since $k_\perp$ is conserved, the modes do not mix, and each is a one-dimensional conductor.

In such a conductor there are $2/(2\pi)$ states per unit length and unit wave number, including spin. Those moving to the right carry the current

$$
e\int\frac{2\,dk_x}{2\pi}\,v_x f_L
=\frac{2e}{h}\int dE\,f_L(E),
$$

because $v_x\,dk_x=dE/\hbar$ at fixed transverse energy and $h=2\pi\hbar$. The high speed of an energetic electron is offset by the smaller number of states per unit energy.

An electron in mode $j$ crosses if $E-w_j>E_b$. The net current of the mode is

$$
I_j=\frac{2e}{h}\int_{E_b+w_j}^{\infty}[f_L(E)-f_R(E)]\,dE .
$$

The bracket is already of first order in $V$, so the threshold may be given its equilibrium value. To that order $f_L-f_R=eV(-\partial f/\partial E)$, and the integral can be done at once:

$$
G_j=\frac{2e^2}{h}\int_{E_b+w_j}^\infty
\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{2e^2}{h}\,f(E_b+w_j).
\tag{4}
$$

A mode contributes the conductance quantum $2e^2/h$ multiplied by the occupation of its own threshold.

The conductance per area is the sum of (4) divided by $A$. For a large area the allowed transverse wave vectors are dense, with $A/(2\pi)^2$ of them per unit area of the transverse plane. Using the ring area found before,

$$
G=\frac{2e^2}{h}\int\frac{d^2k_\perp}{(2\pi)^2}f(E_b+w)
=\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_0^\infty f(E_b+w)\,dw .
$$

The prefactor is $(2e^2/2\pi\hbar)(m/2\pi\hbar^2)=e^2m/(2\pi^2\hbar^3)$, and the integral is (2) with $E_x=E_b$ and $\mu_L=E_F$. The result is again (1).

This route gives (1) a simple reading. A two-dimensional electron gas with its band edge at $E_b$ would have the density

$$
n_2=2\int\frac{d^2k_\perp}{(2\pi)^2}f(E_b+w),
\qquad\text{so that}\qquad
G=\frac{e^2}{h}\,n_2 .
$$

The conductance counts the thermally occupied transverse states at the barrier top.

### The two limits

Let $\eta=(E_F-E_b)/k_BT$. For $\eta\ll-1$ the exponential $e^\eta$ is small and $\ln(1+e^\eta)\simeq e^\eta$. Then

$$
G\simeq\frac{e^2mk_BT}{2\pi^2\hbar^3}\,e^{\eta}
=\frac{eA^*T}{k_B}\,e^{-(E_b-E_F)/k_BT},
\qquad
A^*=\frac{emk_B^2}{2\pi^2\hbar^3}.
\tag{5}
$$

$A^*$ is the Richardson constant for mass $m$. The same limit follows from the kinetic theory of gases. A dilute electron gas at the barrier top has density $n_t=2(mk_BT/2\pi\hbar^2)^{3/2}e^\eta$ and mean speed $\bar v=(8k_BT/\pi m)^{1/2}$, and sends $n_t\bar v/4$ electrons per area and time through a plane. Multiplication gives

$$
\frac{n_t\bar v}{4}=\frac{m(k_BT)^2}{2\pi^2\hbar^3}\,e^\eta .
$$

A rise $eV$ in electrochemical potential increases this flux by the fraction $eV/k_BT$, so $G=e^2n_t\bar v/(4k_BT)$, in agreement with (5).

For $\eta\gg1$, write $\ln(1+e^\eta)=\eta+\ln(1+e^{-\eta})$. The second term is exponentially small, and

$$
G\simeq\frac{e^2m(E_F-E_b)}{2\pi^2\hbar^3}
=\frac{2e^2}{h}\,\frac{k_t^2}{4\pi},
\qquad
\frac{\hbar^2k_t^2}{2m}=E_F-E_b .
\tag{6}
$$

This is the Sharvin form. The number of open modes per area is the disc $\pi k_t^2$ divided by $(2\pi)^2$. The wave number $k_t$ is the one at the barrier top, not in the grain. The two agree when the barrier vanishes, $E_b=E_c$.

Solving numerically for the points of 10% error shows how wide the crossover is. Relative to (1), the thermionic form is 10% too high at $\eta=-1.58$, and the Sharvin form is 10% too low at $\eta=1.62$. Over the interval between them, about $3.2\,k_BT$ wide, neither form is accurate to 10%.

## Assumptions compared, and a polycrystalline film

The following is taken from the first half. $G$ is the zero-bias conductance per area of a planar barrier with top $E_b$ between grains with band edge $E_c$, Fermi energy $E_F$ and mass $m$. The normal energy is $E_x$, the Fermi function is $f$, and $\eta=(E_F-E_b)/k_BT$. With step transmission,

$$
G=\frac{e^2mk_BT}{2\pi^2\hbar^3}\ln(1+e^\eta)
=\frac{e^2m}{2\pi^2\hbar^3}\int_{E_b}^\infty f(E_x)\,dE_x .
\tag{7}
$$

It becomes thermionic for $\eta\ll-1$ and takes the Sharvin form for $\eta\gg1$.

Two derivations have given the same zero-bias conductance for a planar barrier with step transmission, with the thermionic and Sharvin forms as its limits. What remains is to compare their assumptions, treat the resistance of a boundary without a barrier, and examine how far the step model can be trusted for an illustrative indium oxide film.
